Why added vacuum cures an asymmetric slab's dipole artefact only slowly

**Question**

I am calculating the energy of a polar adsorbate layer on an oxide film, as it might be left by one half-cycle of atomic layer deposition. The layer sits on one face only, and the slab is repeated periodically in all three directions. With 1 nm of vacuum, the plane-averaged potential in the vacuum slopes instead of being flat. I expected the interaction between repeated slabs to die out quickly, so I went to 2 nm. The slope became smaller but is still large, although the energy changed by only about 10 meV per cell.

How does this artefact depend on the cell height? Is a little more vacuum enough, and does a small change in energy show that I am converged? For numbers, take a film 1 nm thick with electronic permittivity 3, and a normal dipole of 0.03 e nm in each surface cell of 0.5 nm × 0.5 nm.

**Answer**

A little more vacuum is not enough. The slope is a uniform electric field imposed by the periodic boundary condition, and in a tall cell it falls nearly as the inverse of the cell height. What dies out quickly is a different part of the interaction, the part that varies along the surface.

**Where the field comes from**

I use Hartree atomic units for the derivation. Let z be the surface normal, L the cell height, and ρ(z) the charge density averaged over the surface plane, nuclei included. The slab is neutral, and its density vanishes somewhere in the vacuum, where I place the cell edges. Its dipole per area is

m = ∫ z ρ(z) dz,

positive when it points from negative charge below to positive charge above. Neutrality makes m independent of the origin.

For an isolated slab, Poisson's equation φ″ = −4πρ has the solution

φ_iso(z) = −2π ∫ |z − z′| ρ(z′) dz′.

Above all the charge, |z − z′| = z − z′. The term in z vanishes by neutrality, leaving φ_iso = +2πm. Below all the charge the sign is reversed and φ_iso = −2πm. The vacuum is flat on both sides, but the two levels differ by

Δφ = 4πm.

A periodic potential must have equal values at the two cell edges, so it cannot keep this step. Within one cell, the periodic and isolated potentials obey the same Poisson equation for the same charge. Their difference has zero second derivative and is therefore linear:

φ_per(z) = φ_iso(z) − Dz + c.

Equating the values at the edges, a distance L apart, gives

0 = 4πm − DL, so D = 4πm/L.

Since the field is −dφ/dz, D is the field in the vacuum, and it points along m. The field averaged over the cell is zero because the potential is periodic. The usual omission of the zero-wavevector term of the potential only fixes the constant c.

An infinite uniform dipole sheet produces no field outside itself, so the field is not a pull from the nearest image sheets that distance could weaken. The sum over images depends on its order: sheet by sheet it gives no field, while the periodic potential corresponds to a stack much taller than it is wide, in which the far images together give 4πm/L. Each sheet adds a step. A stack of such steps would climb by 4πm per height L, and periodicity removes that mean slope with an opposing one. Its size is a fixed voltage divided by a length.

**The slab responds to the field**

So far m is the dipole actually present in the periodic cell. Let m₀ be its value in zero outside field, with all neighbours along the surface in place, and let α be the linear response per area to an outside field. Then

m = m₀ + αD.

Insert this in DL = 4πm:

DL = 4πm₀ + 4παD.

Collecting the terms in D gives

D = 4πm₀/(L − s), with s = 4πα.

The length s measures how strongly the slab screens. For a rigid dipole s = 0, and the field is inverse in the cell height. For a polarizable slab that is the limit of large L. At fixed slab thickness the local exponent follows from ln D = constant − ln(L − s):

d ln D/d ln L = −L/(L − s).

It is steeper than −1 in a short cell and tends to −1 in a tall one.

For a uniform dielectric of thickness d and permittivity ε, the inside field is D/ε. The polarization is P = (D − D/ε)/(4π), and the induced dipole per area is Pd. Hence

s = d(1 − 1/ε).

With vacuum thickness w and L = w + d,

L − s = w + d − d + d/ε = w + d/ε,

D = Δφ₀/(w + d/ε), where Δφ₀ = 4πm₀.

This is a voltage balance: the step Δφ₀ is used up by a drop Dw in the vacuum and a drop Dd/ε in the film. Doubling w changes the field by the factor

(w + d/ε)/(2w + d/ε),

which is never below one half for this sharp-edged dielectric, where s ≤ d. In a real metal the induced charge lies outside the geometric edge, so s exceeds d, and with w counted from that edge the factor can fall somewhat below one half. Within the model the value one half is reached for a metal, ε → ∞, where D = Δφ₀/w. A metal has one Fermi level, so the different vacuum levels at its two faces must be joined across the vacuum alone.

**What happens to the energy**

First hold the charge fixed. The electrostatic energy per area is ½∫ρφ dz. Replacing φ_iso by φ_per changes it by

½ ∫ ρ(−Dz + c) dz = −½mD = −2πm²/L.

The constant c drops out by neutrality. The factor ½ is there because the slab's own charge causes the field.

Now let the dipole adjust. Distorting an isolated slab from m₀ to m costs (m − m₀)²/(2α) in linear response; minimizing this cost minus mF in an outside field F indeed returns m = m₀ + αF. The energy relative to the isolated slab is therefore

U(m) = (m − m₀)²/(2α) − 2πm²/L.

Setting dU/dm = 0 gives m − m₀ = 4παm/L = αD, as before. The second derivative, 1/α − 4π/L, is positive when L > s, so this is a minimum. The dielectric slab satisfies that condition. Substituting m − m₀ = αD and 2πm²/L = mD/2,

U = αD²/2 − (m₀ + αD)D/2 = −m₀D/2.

The periodic cell is too stable by

m₀D/2 = 2πm₀²/(L − s) per area.

The potential error is linear in the dipole and the energy error is quadratic. A reaction energy inherits the difference between the errors of its initial and final surfaces. If their dipoles are equal and opposite and their responses are equal, the energy errors cancel even though both potentials are wrong.

**A microscopic check**

The linear law can be tested on a slab of electrons solved self-consistently in one dimension, in the Hartree approximation, with unequal binding wells. Calculations with open boundaries gave m₀ = 0.004939 e/bohr and s = 2.843 bohr. For a periodic cell of 20 bohr the law then predicts

D = 4π × 0.004939/(20 − 2.843) = 3.618 × 10⁻³ Ha/(e bohr).

The periodic calculation gave 3.617 × 10⁻³ in the same unit. It exceeds the rigid-dipole value 4πm₀/L by 16.5 %, so the response is needed here. The energy error was −8.933 × 10⁻⁶ Ha/bohr², against −8.934 × 10⁻⁶ from −m₀D/2. The model has no exchange or correlation; it tests the electrostatics and linear response, not the chemistry of an oxide.

**Your film in numbers**

In practical units 4π becomes 1/ε₀, and e/ε₀ = 18.095 V nm. With μ = 0.03 e nm (1.44 D) and A = 0.25 nm², the step is

Δφ₀ = μ/(ε₀A) = 18.095 × 0.03/0.25 = 2.17 V.

The vacuum-equivalent thickness of the film is d/ε = 0.333 nm. For w = 1 nm,

D = 2.171/(1 + 0.333) = 1.63 V/nm = 16.3 MV/cm.

The energy error per surface cell is

−μD/2 = −½ × 0.03 × 1.629 eV = −24.4 meV.

With the film and its dipole held fixed, more vacuum gives:

w = 1.5 nm: 11.8 MV/cm, −17.8 meV
w = 2 nm: 9.3 MV/cm, −14.0 meV
w = 3 nm: 6.5 MV/cm, −9.8 meV
w = 5 nm: 4.1 MV/cm, −6.1 meV
w = 10 nm: 2.1 MV/cm, −3.2 meV

Your step from 1 to 2 nm leaves 57 % of the field. A tenfold reduction from the 1 nm value needs 13 nm of vacuum, and a field of 0.1 MV/cm needs 217 nm.

The voltage across the vacuum behaves differently from the field. It is Dw, which is 1.63 V at 1 nm and 2.10 V at 10 nm. As the vacuum grows, the slope fades but the total drop rises towards the full 2.17 V. A tall cell therefore does not provide one common vacuum level for both faces, because the two faces have different vacuum levels.

Nor does a small energy change show convergence. Going from 1.5 to 2 nm changes the energy by 17.8 − 14.0 = 3.8 meV, while 14.0 meV of error remains. In general, going from w₁ to w₂ gives

(change)/(remaining error) = (w₂ − w₁)/(w₁ + d/ε).

To see this, subtract 1/(w₂ + d/ε) from 1/(w₁ + d/ε) and divide the result by 1/(w₂ + d/ε). A small increment of vacuum gives a change that is a small fraction of the remaining error, whatever the size of that error.

Whether the energy error matters depends on the question. At 500 K the thermal energy is 43.1 meV. If the full 24.4 meV entered an energy difference, as it would in a comparison with a surface that has no dipole, the Boltzmann factor would be wrong by exp(24.4/43.1) = 1.76. That is modest for a rate estimate, while a field of 16 MV/cm is not modest for a vacuum that should have none.

**The part that does converge quickly**

Consider a charge component that varies along the surface with wavevector G > 0. Its potential obeys

φ_G″ − G²φ_G = −4πρ_G,

and a thin sheet at z = 0 gives a potential proportional to (2π/G) exp(−G|z|). The images at heights nL, with n ≠ 0, add for |z| < L

(2π/G) Σₙ₌₁^∞ exp(−nGL) [exp(Gz) + exp(−Gz)]
= (2π/G) × 2 cosh(Gz)/[exp(GL) − 1].

When GL is large this is proportional to exp(−GL). The uniform component has G = 0, so it has no such decay length.

To compare the two parts, take your dipoles alone, without the film, as rigid pairs of smeared charges ±0.3 e placed 0.1 nm apart along z and repeated every 1 nm in height. The uniform image energy is

−μ²/(2ε₀AL) = −32.6 meV per cell.

The lateral image energy, from a three-dimensional sum over reciprocal-lattice vectors with the result for a repeat height of 3 nm subtracted as the isolated limit, is −0.0066 meV per cell. Keeping only the four shortest surface wavevectors, G = 2π/a with a = 0.5 nm, the formula above gives −0.0065 meV. At this height the part that varies along the surface has converged, and the uniform part has not. A wider surface cell admits smaller G, so its lateral part needs more vacuum.

**What to do instead**

Use a self-consistent dipole correction. Place in the vacuum, away from the slab's density, a layer with dipole per area −m, and update m as the electrons relax. The total dipole of the cell is then zero, so D = 0, and the slab returns to m = m₀. The step reappears as a jump at the layer, with flat vacuum on either side. In the microscopic model at L = 20 bohr this restored the dipole to 0.004939 e/bohr and reduced the energy error to 1.6 × 10⁻¹⁰ Ha/bohr² in magnitude.

Adding an energy correction after an uncorrected calculation is less good. If you add 2πm²/L using the dipole m from that calculation, the second term of U(m) is cancelled but the distortion energy remains:

(m − m₀)²/(2α) = αD²/2.

Relative to the original error m₀D/2, the remainder is αD/m₀ = s/(L − s). For your film at w = 1 nm this is 0.667/1.333, or one half. The electrons have relaxed in the wrong field, and the added term does not undo that.

You can also put equivalent adsorbate layers on both faces, related by a mirror or inversion operation. Their dipoles cancel, so D = 0 without a correction. This describes a different slab, with two reacted faces, and it needs a film thick enough for the faces not to influence each other.

**How far to trust the numbers for a real film**

Your parameters are round values in the regime of a thin alumina film, for which an electronic permittivity near 3 is a rough typical value. The dipole describes a strongly polar, fully aligned layer; with the film held fixed, half the net dipole would give half the field and a quarter of the energy error. The artificial field belongs to the periodic calculation and is not a prediction for a film in a reactor. The assumption most clearly broken when you relax the geometry is that the ions stay fixed. With a rough relaxed permittivity of 9, the field at w = 1 nm rises by 20 %. A rough polarizability of 0.002 nm³ per adsorbate, taken as its response within the layer, raises it by 8 %, and moving the film's effective edge 0.1 nm into the vacuum raises it by 5 %. Each change is taken separately, with m₀ fixed.

Dipoles that can turn are a further concern. At w = 1 nm, μD is 49 meV, or 1.1 times the thermal energy at 500 K. This is the artificial energy difference between upright and flat for one dipole among many in a wide surface cell. With a single dipole per cell, all its periodic copies turn together and the difference is half as large, 24 meV. In a molecular dynamics run, loosely held polar groups could therefore be noticeably biased by the artificial field. The linear electronic response used here does not include this.

The law also fails if the field makes filled and empty levels cross, because charge then moves from one place to another. In your film at w = 1 nm the band tilt is Dd/ε = 0.54 eV, well below a rough gap of 6 eV. For escape into the vacuum, the less favourable case is a layer with its positive end outwards, which lowers the outside level for electrons by 2.17 eV. Add a rough electron affinity of 1.5 eV to the gap and subtract this step. The margin is 5.3 eV. The gap that counts is that of the functional you use, usually smaller than the measured one for a semilocal functional; with a gap of 4 eV the margin is 3.3 eV. Levels belonging to the adsorbate itself are not covered by these estimates and should be checked in your own calculation. The field inside the film, 5.4 MV/cm, is about half a rough breakdown strength of 10 MV/cm, but breakdown is a process in time. For a static ground-state calculation, the order of the levels is what matters.

The full set of values is in the numerical output below. For your slab I would switch on the self-consistent correction, check that the vacuum is flat on both sides of the jump, and then choose the vacuum thickness so that the density and the lateral fields have died out.

Table of computed values

```
MICROSCOPIC MODEL (atomic units)
sheet density 0.03 e/bohr^2, well depths (1.0, 0.9) Ha
well centres (-1.5, 1.5) bohr, well width 1 bohr
ion sheet width 0.7 bohr, grid step 0.1 bohr
open slab dipole m0 = 0.004939 e/bohr
response length s = 2.8430 bohr
L=20 bohr: field 3.6169e-03, law 3.6177e-03 Ha/(e bohr)
  miss of law -0.022 %, of rigid law 16.54 %
  energy error -8.9329e-06, law -8.9344e-06 Ha/bohr^2
L=30 bohr: field 2.2854e-03, law 2.2856e-03 Ha/(e bohr)
  miss of law -0.009 %, of rigid law 10.46 %
  energy error -5.6442e-06, law -5.6445e-06 Ha/bohr^2
L=60 bohr: field 1.0859e-03, law 1.0859e-03 Ha/(e bohr)
  miss of law -0.002 %, of rigid law 4.97 %
  energy error -2.6818e-06, law -2.6819e-06 Ha/bohr^2
corrected L=20 bohr: dipole 0.004939 e/bohr
  energy error 1.6e-10 Ha/bohr^2
EXAMPLE: polar layer on one face of an oxide film
cell 0.5 x 0.5 nm, dipole 0.03 e nm = 1.44 D
film 1.0 nm, eps 3.0, temperature 500 K
e/eps0 = 18.0951 V nm, potential step = 2.171 V
response length s = 0.667 nm
w=1.0 nm: D=16.29 MV/cm, error=-24.43 meV/cell, exponent=-1.50
w=1.5 nm: D=11.84 MV/cm, error=-17.77 meV/cell, exponent=-1.36
w=2.0 nm: D=9.31 MV/cm, error=-13.96 meV/cell, exponent=-1.29
w=3.0 nm: D=6.51 MV/cm, error=-9.77 meV/cell, exponent=-1.20
w=5.0 nm: D=4.07 MV/cm, error=-6.11 meV/cell, exponent=-1.12
w=10.0 nm: D=2.10 MV/cm, error=-3.15 meV/cell, exponent=-1.06
field ratio, w=2 to w=1 nm: 0.571
w for a tenfold smaller field: 13.0 nm
w for 0.1 MV/cm: 217 nm
thermal energy 43.1 meV
Boltzmann factor of error, w=1 nm: 1.76
RIGID DIPOLES ALONE, repeat height 1 nm, no film
uniform image energy -32.57 meV/cell
lateral image energy -0.00656 meV/cell
lateral law -0.00650 meV/cell
NEGLECTED EFFECTS at w = 1 nm
ions relaxed, eps 9.0: field +20.0 %
adsorbate response 0.002 nm^3: field +8.2 %
film edge moved 0.1 nm: field +5.3 %
dipole times field 48.9 meV, over kT 1.13
band tilt in film 0.543 eV, rough gap 6.0 eV
rough affinity 1.5 eV, margin to vacuum 5.33 eV
field in film 5.43 MV/cm, rough breakdown 10 MV/cm
lateral field factor exp(-2 pi w/a) = 3.5e-06
```
